# The Screening Length on a Coarse Three-Point Poisson Mesh

## Problem

A uniformly doped p-type semiconductor fills the half-space $x>0$ beneath the oxide of a MOS structure. Its acceptor density is $N=10^{17}\ \mathrm{cm^{-3}}$, its relative permittivity is 12, and its temperature is 300 K. The potential $\phi(x)$ is measured from its value deep in the body. At the surface it is $\phi_s=1.0$ mV.

Take the acceptors as fully ionized and smeared into a uniform charge, let the holes follow Boltzmann statistics, and neglect electrons.

1. Linearize Poisson's equation and find the Debye length $L$.
2. On a mesh $x_j=jh$, replace the second derivative by the three-point difference. Solve the resulting equation exactly for a half-space, and for a slab of $M$ cells whose far end is held at zero potential.
3. Find the screening length $\lambda$ of the mesh solution. Is it too long or too short, and by how much when $h=L$? Which spacing gives an error of one percent?
4. Compare the nodal potentials with the continuum solution for $h=L$.
5. Does the surface charge have the same relative error as the screening length?
6. Does the result for $\lambda$ survive when the surface is strongly depleted? Estimate the main effects that the model leaves out.

## Solution

### 1. The linearized equation

A positive potential repels holes. With $V_t=kT/q$, the hole density is $Ne^{-\phi/V_t}$, and the acceptors contribute the charge density $-qN$. The total is

$$\rho=qN\left(e^{-\phi/V_t}-1\right)\approx-\frac{qN}{V_t}\phi ,\qquad |\phi|\ll V_t .$$

Poisson's equation is $\phi''=-\rho/\varepsilon$. The two minus signs cancel:

$$\phi''=\frac{\phi}{L^2},\qquad L=\sqrt{\frac{\varepsilon V_t}{qN}} .$$

The solution that stays bounded in the body is $\phi=\phi_se^{-x/L}$, so $L$ is the distance over which the potential falls by a factor $e$.

At 300 K, $V_t=25.852$ mV. In SI units,

$$L^2=\frac{12\,(8.854\times10^{-12})(0.025852)}{(1.602\times10^{-19})(10^{23})}\ \mathrm{m^2}=1.715\times10^{-16}\ \mathrm{m^2},$$

which gives $L=13.09$ nm. The expansion parameter is $\phi_s/V_t=0.0387$, so linearization is reasonable here.

### 2. Exact solution of the mesh equation

The three-point equation at an interior node is

$$\frac{\phi_{j+1}-2\phi_j+\phi_{j-1}}{h^2}=\frac{\phi_j}{L^2}.$$

Multiply by $h^2$ and define $s=h/L$:

$$\phi_{j+1}-(2+s^2)\phi_j+\phi_{j-1}=0 .$$

The coefficients do not depend on $j$, which suggests the trial solution $\phi_j=r^j$. Dividing by $r^{j-1}$ gives

$$r^2-(2+s^2)r+1=0 .$$

The product of the roots is 1 and their sum is $2+s^2>2$. They are therefore positive, distinct and reciprocal. Call the smaller one $r=e^{-\theta}$, with $\theta>0$. Dividing the quadratic by $r$ gives

$$r+\frac1r=2\cosh\theta=2+s^2 .$$

Since $\cosh\theta-1=2\sinh^2(\theta/2)$, this becomes

$$4\sinh^2\frac{\theta}{2}=s^2,\qquad \theta=2\,\mathrm{asinh}\frac{s}{2}.$$

The positive square root is taken because $\theta$ and $s$ are both positive.

The general solution is $\phi_j=Ae^{-j\theta}+Be^{j\theta}$. No solution is missed: two neighbouring values determine the whole sequence through the recursion, and $A$ and $B$ can be chosen to match any $\phi_0$ and $\phi_1$ because the two roots differ.

**Half-space.** Boundedness requires $B=0$, and the surface value gives $A=\phi_s$. Hence

$$\phi_j=\phi_se^{-j\theta}.$$

**Slab.** The conditions are $A+B=\phi_s$ and $Ae^{-M\theta}+Be^{M\theta}=0$. The second gives $B=-Ae^{-2M\theta}$, and the first then gives $A=\phi_s/(1-e^{-2M\theta})$. Therefore

$$\phi_j=\phi_s\frac{e^{-j\theta}-e^{-(2M-j)\theta}}{1-e^{-2M\theta}} .$$

Multiplying numerator and denominator by $e^{M\theta}$ yields

$$\phi_j=\phi_s\frac{\sinh[(M-j)\theta]}{\sinh(M\theta)} .$$

For $M=2$ there is one interior node. The formula gives $\phi_1=\phi_s/(2\cosh\theta)=\phi_s/(2+s^2)$, which is what the mesh equation says directly when $\phi_2=0$. For $M\theta\gg1$, the half-space solution returns at nodes well away from the far end.

### 3. The mesh screening length

Write the half-space solution as $\phi_j=\phi_se^{-x_j/\lambda}$. Since $x_j=jh$, the exponent requires $h/\lambda=\theta$. Thus

$$\boxed{\lambda=\frac{h}{2\,\mathrm{asinh}(h/2L)}},\qquad \frac{\lambda}{L}=\frac{s}{\theta}.$$

**Sign of the error.** For $t>0$, $\sinh t=t+t^3/6+\cdots>t$, because every term of the series is positive. With $t=\theta/2$, the relation $s/2=\sinh(\theta/2)$ gives $s>\theta$. Hence $\lambda>L$ for every nonzero spacing: the mesh screens too weakly.

The reason can be seen by applying the three-point difference to $e^{-\kappa x}$. It returns the same exponential multiplied by

$$\frac{4}{h^2}\sinh^2\frac{\kappa h}{2}>\kappa^2 .$$

The difference formula overstates the curvature of an exponential. To make that overstated curvature equal $1/L^2$, the solution must have $\kappa<1/L$.

**Spacing equal to the Debye length.** Put $s=1$. From $\mathrm{asinh}\,y=\ln(y+\sqrt{1+y^2})$,

$$\theta=2\ln\frac{1+\sqrt5}{2}=0.96242,\qquad \frac{\lambda}{L}=\frac1{0.96242}=1.0390 .$$

The screening length is overestimated by 3.9 percent relative to $L$. In the example it is 13.61 nm instead of 13.09 nm. The percentage depends on $h/L$ alone, not separately on doping, permittivity or temperature.

**Fine mesh.** Expanding the hyperbolic sine gives

$$\frac{\lambda}{L}=\frac{2\sinh(\theta/2)}{\theta}=1+\frac{\theta^2}{24}+\frac{\theta^4}{1920}+\cdots .$$

To express this through $s$, square $s=\theta(1+\theta^2/24+\cdots)$. This gives $s^2=\theta^2+\theta^4/12+\cdots$, and inversion gives $\theta^2=s^2-s^4/12+\cdots$. Substitution yields

$$\frac{\lambda}{L}=1+\frac{s^2}{24}+\left(-\frac1{288}+\frac1{1920}\right)s^4+\cdots
=1+\frac{s^2}{24}-\frac{17s^4}{5760}+\cdots .$$

At $s=1$ the first correction alone predicts 4.17 percent, and the next term lowers this to 3.87 percent. Halving a small spacing reduces the error by a factor of about four. Solved meshes show this approach:

| $h/L$ | $\lambda/L$ |
|---:|---:|
| 2 | 1.1346 |
| 1 | 1.0390 |
| 0.5 | 1.0102 |
| 0.25 | 1.0026 |

For a one percent error, the leading term gives $s\approx\sqrt{0.24}=0.490$. Solving the full relation gives $s=0.494$, or $h=6.47$ nm. This choice controls the decay length of a linear screening tail on a uniform mesh; it does not guarantee one percent accuracy in other quantities.

**Coarse mesh.** For $s\gg1$, $\mathrm{asinh}(s/2)\approx\ln s$, so $\lambda\approx h/(2\ln s)$. The mesh length then keeps growing with the spacing, though more slowly than in proportion because of the logarithm, and it is no longer a useful estimate of the physical length $L$.

### 4. The nodal potentials

For $h=L$, the potential is multiplied from node to node by

$$r=\frac{3-\sqrt5}{2}=0.38197,$$

whereas the continuum factor is $e^{-1}=0.36788$.

| $x/L$ | mesh (mV) | continuum (mV) |
|---:|---:|---:|
| 0 | 1.0000 | 1.0000 |
| 1 | 0.3820 | 0.3679 |
| 2 | 0.1459 | 0.1353 |
| 3 | 0.0557 | 0.0498 |
| 4 | 0.0213 | 0.0183 |
| 5 | 0.0081 | 0.0067 |

Among these nodes the absolute error is largest at the first interior node, where it is 0.014 mV. The relative error behaves differently. The ratio of mesh to continuum potential is

$$\frac{e^{-j\theta}}{e^{-js}}=e^{j(s-\theta)},$$

which grows with depth because $s>\theta$. At five Debye lengths it is $e^{5(1-0.96242)}=1.207$. A four percent error in the length has become a 21 percent error in the local potential, although that potential is by then below 0.01 mV.

### 5. The surface charge

In the continuum, the field at the surface is $E_s=-\phi'(0)=\phi_s/L$. By Gauss's law, the body holds a charge of magnitude $\varepsilon\phi_s/L$ per unit area.

On the mesh, each interior node represents a cell of width $h$, while the surface node represents a half cell. The magnitude of the total charge per area is therefore

$$Q=\frac{\varepsilon h}{L^2}\phi_s\left(\frac12+r+r^2+\cdots\right)
=\frac{\varepsilon h}{L^2}\phi_s\left(\frac12+\frac r{1-r}\right)
=\frac{\varepsilon h}{2L^2}\phi_s\frac{1+r}{1-r}.$$

With $r=e^{-\theta}$, the last fraction is $\coth(\theta/2)$. Because $\sinh(\theta/2)=s/2$ and $\cosh(\theta/2)=\sqrt{1+s^2/4}$,

$$Q=\frac{\varepsilon\phi_s}{L}\,\frac s2\,\frac{\sqrt{1+s^2/4}}{s/2}
=\frac{\varepsilon\phi_s}{L}\sqrt{1+\frac{s^2}{4}} .$$

At $s=1$ the charge is too large by a factor $\sqrt5/2=1.118$. The error is about 12 percent, three times that of the screening length. The corresponding surface field is 0.854 kV/cm instead of 0.764 kV/cm.

It may seem odd that a longer screening length comes with a larger charge, since $\varepsilon\phi_s/\lambda$ would be smaller than $\varepsilon\phi_s/L$. But that expression is the Gauss law of a continuous exponential. The mesh charge is $\varepsilon/L^2$ times a trapezoidal sum of the nodal potentials. The area under $\phi_se^{-x/\lambda}$ is $\phi_s\lambda$, which already exceeds the continuum value $\phi_sL$. The trapezoidal sum is larger still, because the curve is convex and the straight segments between the nodes lie above it.

The first difference $(\phi_0-\phi_1)/h$ is a third quantity. It equals $(1-r)\phi_s/L=0.472$ kV/cm and balances the charge of the interior nodes alone. Adding the half-cell contribution $h\phi_s/(2L^2)=0.382$ kV/cm recovers 0.854 kV/cm. Using the first difference as the surface field would thus give an error of a different size and sign.

### 6. Where the result holds

**Strong depletion.** Let $u=\phi/V_t$. The nonlinear continuum equation is $L^2u''=1-e^{-u}$. Multiply by $u'$ and integrate from the bulk, where $u$ and $u'$ vanish:

$$\frac{L^2(u')^2}{2}=u+e^{-u}-1 .$$

For small $u$ the right side is $u^2/2-u^3/6+\cdots$, so $L|u'|\approx u(1-u/6)$. The local decay length $u/|u'|$ is then about $L(1+u/6)$. At 1 mV it exceeds $L$ by 0.6 percent.

At $u=20$, or 0.517 V, the same integral gives a local length of about $20L/\sqrt{38}=3.2L$ at the surface. The linear solution fails there. Beyond the depletion edge, however, $u$ becomes small again and the linear recursion returns. The nonlinear three-point equation, solved with $h=L$ and $u=20$ at the surface, has a tail of decay length $1.0390L$ where $u<10^{-6}$. The four percent result therefore describes the tail of a depleted region, but not the depletion region itself.

**Hole statistics and ionization.** Take a single parabolic band with a round mass of $0.5m_0$. Fermi statistics then lengthen $L$ by 0.2 percent.

In the same band, acceptors 45 meV above the edge with degeneracy four have the ionized fraction $f=0.825$. A larger band density of states, as in silicon, brings this fraction closer to one and makes the corrections below smaller. Let $p$ be the hole density and $N^-=N/(1+bp)$ the ionized acceptor density, with $b$ constant. Since $bp/(1+bp)=1-f$,

$$p\frac{dN^-}{dp}=-N^-(1-f).$$

Boltzmann statistics give $-V_t\,d/d\phi=p\,d/dp$. Neutrality gives $p=N^-=fN$ at rest, so the density that screens is

$$p\frac{d(p-N^-)}{dp}=fN+fN(1-f)=f(2-f)N=0.969N .$$

The length grows by a factor $1/\sqrt{0.969}$, or 1.6 percent. This assumes that the acceptor occupancy follows the potential. If it were frozen, the screening density would be $fN$ and the length would grow by about 10 percent.

**Temperature and field.** At 400 K, with doping and ionization held fixed, $L$ rises to 15.12 nm. Keeping the spacing at 13.09 nm lowers the mesh error to 3.0 percent. The surface field is about 1/400 of a rough breakdown field of 300 kV/cm, so breakdown is not a concern in this example.

**Quantum exclusion at the oxide.** At a hard wall the hole states vary as $\sin kx$. Their density is proportional to $1-\cos2kx$. Averaging over a thermal distribution, in which $k$ has variance $mkT/\hbar^2$ (here $kT$ is the thermal energy), gives the density factor

$$g(x)=1-e^{-2x^2/\ell^2},\qquad \ell=\frac{\hbar}{\sqrt{mkT}} .$$

The missing width is $d=\int_0^\infty(1-g)\,dx=\sqrt{2\pi}\,\ell/4$. It is 1.5 nm for $m=0.5m_0$, and runs from 2.4 to 1.1 nm for masses from $0.2$ to $0.9m_0$. The classical length $L$ contains no mass, but this layer does.

The missing holes expose an acceptor charge $-qNd$ near the wall. Treat it as a sheet, with no field on the oxide side. The field just inside is $-qNd/\varepsilon$, and it must equal $\phi(0)/L$. Using $qN/\varepsilon=V_t/L^2$,

$$\phi(0)\approx-V_t\frac dL=-25.85\times\frac{1.522}{13.09}\ \mathrm{mV}=-3.0\ \mathrm{mV}.$$

Solving the linearized equation with the smooth factor $g(x)$ gives $-3.1$ mV. This built-in potential is three times the applied 1 mV, so the example is best read as a small change about the resting state. Far from the wall $g\to1$, and the decay length in this model is again $L$. Near the wall, screening is reduced over a width $d\approx0.12L$, so the charge induced by a given change of surface potential is smaller than the continuum value of Part 5: by about 10 percent in the linearized equation with $g(x)$, and by about 7 percent once the extra holes drawn in by the $-3$ mV resting potential are included. A mesh with $h=13$ nm cannot resolve this layer at all; a Schrödinger–Poisson calculation needs a much finer mesh there, whatever the Debye length permits.

**Discrete dopants.** A sphere of radius $L$ contains on average

$$n=\frac{4\pi}{3}L^3N=0.94$$

acceptors. The smeared charge is therefore not a good picture of the potential at a given point. To size the effect, consider one acceptor in the bulk with linear screening. At distance $L$ its potential has magnitude

$$\frac{q}{4\pi\varepsilon L}e^{-1}=\frac{V_t}{4\pi NL^3}e^{-1}=\frac{V_t}{3n}e^{-1}\approx3.4\ \mathrm{mV},$$

again larger than the applied 1 mV. The one-dimensional solution can at best describe an average over the area of the gate. How far dopant discreteness shifts the average screening length is not determined here.

**Comparison with transistors.** The doping and permittivity are roughly those of a moderately doped bulk MOS channel. The 1 mV surface potential is not typical of operation, where surface potentials reach several tenths of a volt; the linear result then applies only to the tail a few Debye lengths beyond the depletion edge, where $\phi\ll V_t$. At $10^{18}\ \mathrm{cm^{-3}}$, the scaling $L\propto N^{-1/2}$ reduces the Debye length to about 4.1 nm in the same model, and a fixed mesh becomes correspondingly coarser in units of $L$. A thin, undoped, fully depleted body has no neutral region of the kind assumed here, so this $L$ is not its screening length.

The 3.9 percent is thus a property of the difference equation at $h=L$. In the example, the wall layer and a single dopant at distance $L$ each produce a potential of about 3 mV in magnitude, whereas the mesh error in the response to the applied 1 mV is at most 0.014 mV at the nodes. These numbers answer different questions. The 3 mV potentials are present before the 1 mV is applied, so their size does not measure the error in the response, although the wall layer also alters the surface charge, as noted above.

Nor does the small value of 0.014 mV carry over to the wall potential itself. If the factor $g(x)$ is sampled at the nodes of a mesh with $h=L$, the surface node has $g=0$ and its whole half cell of 6.5 nm is emptied of holes, instead of a width of 1.5 nm. The linearized equation then gives $-V_t/[2(1-r)]\approx-21$ mV at the surface instead of $-3.1$ mV. The fault lies in sampling $g$ at a point. If $g$ is instead averaged over each cell, the half cell loses only the width $d$, and the same mesh gives $-V_t(d/L)/(1-r+\tfrac12-d/L)\approx-3.0$ mV. A mesh that is adequate for the screening tail can thus fail badly at the wall when a thin layer is sampled at the nodes rather than integrated over the cell. The numerical output below lists the main values.

## Computed results

```
relative permittivity: 12
acceptor density: 1.0e+17 cm^-3
temperature: 300 K
thermal voltage: 25.852 mV
surface potential: 1.0 mV
Debye length L: 13.094 nm
mesh screening length at h=L: 13.605 nm
mesh ratio r at h=L: 0.381966
continuum ratio exp(-1): 0.367879
theta at h=L: 0.962424
h/L=2.00: lam/L=1.13459, charge factor=1.41421
h/L=1.00: lam/L=1.03904, charge factor=1.11803
h/L=0.50: lam/L=1.01024, charge factor=1.03078
h/L=0.25: lam/L=1.00259, charge factor=1.00778
series to s^2 at s=1: 1.04167
series to s^4 at s=1: 1.03872
h/L for 1% length error: 0.4941
h for 1% length error: 6.47 nm
node 0: mesh 1.00000 mV, continuum 1.00000 mV
node 1: mesh 0.38197 mV, continuum 0.36788 mV
node 2: mesh 0.14590 mV, continuum 0.13534 mV
node 3: mesh 0.05573 mV, continuum 0.04979 mV
node 4: mesh 0.02129 mV, continuum 0.01832 mV
node 5: mesh 0.00813 mV, continuum 0.00674 mV
mesh/continuum potential at 5L: 1.2067
continuum surface field: 0.7637 kV/cm
mesh field with half cell: 0.8539 kV/cm
first-difference field: 0.4720 kV/cm
rough breakdown field (input): 300 kV/cm
depleted surface potential: 0.517 V
depletion tail lam/L at h=L: 1.03904
nonlinear local length/L at surface: 1.00645
hole mass (input): 0.5 m0
band density of states: 8.872e+18 cm^-3
Fermi-statistics length/L: 1.00199
acceptor level (input): 45 meV
ionized acceptor fraction: 0.8250
incomplete-ionization length/L: 1.01567
Debye length at 400 K: 15.119 nm
lam/L at 400 K, same mesh: 1.02973
wall missing width, mass 0.2 m0: 2.406 nm
wall missing width, mass 0.5 m0: 1.522 nm
wall missing width, mass 0.9 m0: 1.134 nm
wall-induced surface potential: -3.123 mV
its sheet estimate: -3.004 mV
wall-induced tail length/L: 1.00000
mean dopant spacing N^(-1/3): 21.54 nm
dopants in Debye sphere: 0.940
```
